# Why four Klein-Gordon functions need not form a Dirac solution: a numerical check

```python
"""
Result under test (hbar = c = 1, metric +,-,-,-):
four Klein-Gordon (KG) functions need not form a Dirac solution;
(i dslash + m) maps the KG solutions onto the Dirac solutions, whose
space has half the dimension at each momentum.
Symbols: m mass, p momentum, E = sqrt(p^2 + m^2), gamma Dirac matrices,
H = alpha.p + beta m, e1..e4 unit spinors, phi KG field, psi Dirac field.
For a fixed factor exp(i p.x), KG data are the 8 numbers (phi, dphi/dt).
The energy unit is arbitrary; times are in inverse energy units.
"""
import numpy as np
import sympy as sp
from scipy.linalg import expm, null_space

# Dirac matrices, symbolic and numerical
pauli = [sp.Matrix([[0, 1], [1, 0]]),
         sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
gamma_sym = [sp.diag(1, 1, -1, -1)]
for s in pauli:
    gamma_sym.append(sp.Matrix(sp.BlockMatrix(
        [[sp.zeros(2), s], [-s, sp.zeros(2)]]).as_explicit()))
gamma = [np.array(g.tolist(), dtype=complex) for g in gamma_sym]
alpha = [gamma[0] @ gamma[k] for k in (1, 2, 3)]
gamma5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
one4 = np.eye(4, dtype=complex)
one8 = np.eye(8, dtype=complex)
zero4 = np.zeros((4, 4), dtype=complex)

# Differential operators acting on explicit functions of spacetime
coords = sp.symbols("t x y z", real=True)


def first_order(field, mass_term):
    """Return i dslash field + mass_term * field."""
    result = mass_term * field
    for mu in range(4):
        result += sp.I * gamma_sym[mu] * field.diff(coords[mu])
    return result


def klein_gordon(field, mass):
    result = mass**2 * field + field.diff(coords[0]).diff(coords[0])
    for q in coords[1:]:
        result -= field.diff(q).diff(q)
    return result


M = sp.symbols("M", positive=True)
arbitrary = sp.Matrix([sp.Function("f%d" % k)(*coords) for k in range(4)])
for sign in (1, -1):
    product = first_order(first_order(arbitrary, sign * M), -sign * M)
    difference = (product + klein_gordon(arbitrary, M)).applyfunc(sp.expand)
    assert difference == sp.zeros(4, 1)

# Model parameters
m = 4.0
p = np.array([1.0, 2.0, 2.0])
E = np.sqrt(p @ p + m**2)


def gamma_dot(q):
    return sum(q[k] * gamma[k + 1] for k in range(3))


def hamiltonian(q, mass):
    return sum(q[k] * alpha[k] for k in range(3)) + mass * gamma[0]


def kg_generator(q, mass):
    """Time derivative of the data (phi, dphi/dt)."""
    return np.block([[zero4, one4], [-(q @ q + mass**2) * one4, zero4]])


def dslash_on_data(q, mass):
    """i dslash acting on KG data with space factor exp(i q.x)."""
    g = gamma_dot(q)
    e2 = q @ q + mass**2
    return np.block([[-g, 1j * gamma[0]], [-1j * e2 * gamma[0], -g]])


H = hamiltonian(p, m)
K = kg_generator(p, m)
D = dslash_on_data(p, m)
pslash = E * gamma[0] - gamma_dot(p)
e1 = one4[:, 0]

# A single-component plane wave: KG holds, Dirac fails
t, x, y, z = coords
phase = sp.exp(-sp.I * (5 * t - x - 2 * y - 2 * z))
wave = sp.Matrix([phase, 0, 0, 0])
assert klein_gordon(wave, 4).applyfunc(sp.simplify) == sp.zeros(4, 1)
residual_sym = (first_order(wave, -4) / phase).applyfunc(sp.simplify)
residual = np.array(residual_sym.tolist(), dtype=complex).ravel()
assert np.allclose(residual, [E - m, 0, p[2], p[0] + 1j * p[1]])
residual_norm2 = np.vdot(residual, residual).real
assert np.isclose(residual_norm2, 2 * E * (E - m))

# Positive-frequency waves at rest
rest_residuals = [np.linalg.norm((m * gamma[0] - m * one4) @ one4[:, k])
                  for k in (0, 2)]
assert rest_residuals[0] < 1e-12 and np.isclose(rest_residuals[1], 2 * m)

# Mapped spinor from derivatives, and its complement
mapped_sym = (first_order(wave, 4) / phase).applyfunc(sp.simplify)
mapped = np.array(mapped_sym.tolist(), dtype=complex).ravel()
part_plus = mapped / (2 * m)
part_minus = e1 - part_plus
assert np.allclose(pslash @ part_plus, m * part_plus)
assert np.allclose(pslash @ part_minus, -m * part_minus)
norm_plus = np.vdot(part_plus, part_plus).real
norm_minus = np.vdot(part_minus, part_minus).real
cross = 2 * np.vdot(part_plus, part_minus).real
adjoint_overlap = np.vdot(part_plus, gamma[0] @ part_minus)
assert abs(adjoint_overlap) < 1e-12 and abs(cross) > 0.1

# Every positive-frequency null spinor has the stated lower components
spinors = null_space(pslash - m * one4, rcond=1e-10)
sigma_p = sum(p[k] * np.array(pauli[k].tolist(), dtype=complex)
              for k in range(3))
assert spinors.shape[1] == 2
assert np.allclose(spinors[2:], sigma_p @ spinors[:2] / (E + m))

# Dimensions from spectra and ranks
kg_freq = np.linalg.eigvals(1j * K)
dirac_freq = np.linalg.eigvalsh(H)
kg_counts = [int(np.sum(abs(kg_freq - s * E) < 1e-6)) for s in (1, -1)]
dirac_counts = [int(np.sum(abs(dirac_freq - s * E) < 1e-6)) for s in (1, -1)]
assert kg_counts == [4, 4] and dirac_counts == [2, 2]
d_values = np.linalg.eigvals(D)
mass_counts = [int(np.sum(abs(d_values - s * m) < 1e-6)) for s in (1, -1)]
assert mass_counts == [4, 4]
image_dim = np.linalg.matrix_rank(D + m * one8, tol=1e-9)
kernel_dim = null_space(D + m * one8, rcond=1e-10).shape[1]
assert image_dim == 4 and kernel_dim == 4

# Projector property and exchange of the two eigenspaces by gamma5
P_plus = (m * one8 + D) / (2 * m)
assert np.allclose(P_plus @ P_plus, P_plus)
dirac_data = null_space(D - m * one8, rcond=1e-10)
swapped = np.kron(np.eye(2), gamma5) @ dirac_data
assert np.allclose(D @ swapped, -m * swapped)

# Map arbitrary KG histories; compare with independent Dirac evolution
rng = np.random.default_rng(7)
data = rng.normal(size=8) + 1j * rng.normal(size=8)
map_error = 0.0
unmapped_error = 0.0
for time in (0.2, 0.7, 1.9):
    later = expm(K * time) @ data
    U = expm(-1j * H * time)
    psi_start = ((D + m * one8) @ data)[:4]
    psi_later = ((D + m * one8) @ later)[:4]
    map_error = max(map_error, np.linalg.norm(psi_later - U @ psi_start))
    unmapped_error = max(unmapped_error,
                         np.linalg.norm(later[:4] - U @ data[:4]))
assert map_error < 1e-9 and unmapped_error > 0.1

# Initial-data criterion: KG evolution then agrees with Dirac evolution
start = rng.normal(size=4) + 1j * rng.normal(size=4)
allowed = np.concatenate([start, -1j * H @ start])
assert np.allclose((expm(K * 0.7) @ allowed)[:4], expm(-1j * H * 0.7) @ start)

# Surjectivity by a choice of KG data, with and without mass
for mass in (m, 0.0):
    chosen = np.concatenate([np.zeros(4), -1j * gamma[0] @ start])
    later = expm(kg_generator(p, mass) * 0.7) @ chosen
    image = ((dslash_on_data(p, mass) + mass * one8) @ later)[:4]
    target = expm(-1j * hamiltonian(p, mass) * 0.7) @ start
    assert np.allclose(image, target)
D0 = dslash_on_data(p, 0.0)
massless_image = np.linalg.matrix_rank(D0, tol=1e-9)
massless_kernel = null_space(D0, rcond=1e-10).shape[1]
assert np.allclose(D0 @ D0, 0) and massless_image == massless_kernel == 4


# Current velocity against the slope of the positive energy eigenvalue
def current_velocity(w):
    return np.array([np.vdot(w, a @ w).real for a in alpha]) / np.vdot(w, w).real


step = 1e-4
group_velocity = np.array([
    (np.linalg.eigvalsh(hamiltonian(p + step * np.eye(3)[k], m))[-1]
     - np.linalg.eigvalsh(hamiltonian(p - step * np.eye(3)[k], m))[-1])
    / (2 * step) for k in range(3)])
v_bare = current_velocity(e1)
v_mapped = current_velocity(part_plus)
assert np.allclose(v_bare, 0)
assert np.allclose(v_mapped, group_velocity, atol=1e-7)
assert np.allclose(group_velocity, p / E, atol=1e-7)

# Norms from the same initial spinor, with zero initial KG time derivative
still = np.concatenate([e1, np.zeros(4)])
quarter = np.pi / (2 * E)
norm_rows = []
for time in (0.0, quarter / 2, quarter):
    kg_later = expm(K * time) @ still
    dirac_later = expm(-1j * H * time) @ e1
    mapped_later = ((D + m * one8) @ kg_later)[:4]
    row = [np.vdot(v, v).real for v in (kg_later[:4], dirac_later, mapped_later)]
    assert np.allclose(row, [np.cos(E * time)**2, 1, E**2], atol=1e-10)
    norm_rows.append((time, row))


def show(vector):
    entries = []
    for value in np.asarray(vector, dtype=complex):
        re, im = round(value.real, 4) + 0.0, round(value.imag, 4) + 0.0
        entries.append("%.4f%+.4fi" % (re, im))
    return "(" + ", ".join(entries) + ")"


def show_real(vector):
    return "(" + ", ".join("%.4f" % (round(v, 4) + 0.0) for v in vector) + ")"


print("Natural units; energy unit arbitrary")
print("mass m = %.4f energy units" % m)
print("momentum p =", show_real(p), "energy units")
print("energy E = %.4f energy units" % E)
print("Dirac residual of e1 wave =", show(residual), "energy units")
print("squared residual norm = %.4f energy units^2" % residual_norm2)
print("rest residual norm, e1 = %.4f energy units" % rest_residuals[0])
print("rest residual norm, e3 = %.4f energy units" % rest_residuals[1])
print("(pslash+m)e1 =", show(mapped), "energy units")
print("Dirac part of e1 =", show(part_plus), "dimensionless")
print("other part of e1 =", show(part_minus), "dimensionless")
print("squared norm, Dirac part = %.5f" % norm_plus)
print("squared norm, other part = %.5f" % norm_minus)
print("cross term in squared norm = %.5f" % cross)
print("sum of the three terms = %.5f" % (norm_plus + norm_minus + cross))
print("Dirac-adjoint overlap magnitude = %.5f" % abs(adjoint_overlap))
print("current velocity of e1 =", show_real(v_bare), "units of c")
print("current velocity, Dirac part =", show_real(v_mapped), "units of c")
print("group velocity =", show_real(group_velocity), "units of c")
print("KG modes at +E, -E =", kg_counts, "count")
print("Dirac modes at +E, -E =", dirac_counts, "count")
print("i dslash eigenvalues +m, -m =", mass_counts, "count")
print("massive map: image, kernel =", int(image_dim), kernel_dim, "dimensions")
print("massless map: image, kernel =", int(massless_image),
      massless_kernel, "dimensions")
print("largest mapped-evolution error = %.1e energy units" % map_error)
print("largest unmapped difference = %.4f dimensionless" % unmapped_error)
print("Squared norms from the initial spinor e1, zero KG time derivative:")
for time, row in norm_rows:
    print("t = %.5f inverse energy units: KG %.5f, Dirac %.5f, "
          "mapped %.4f energy units^2" % (time, abs(row[0]), row[1], row[2]))
print("no test failed")
```

Running it gives:

```
Natural units; energy unit arbitrary
mass m = 4.0000 energy units
momentum p = (1.0000, 2.0000, 2.0000) energy units
energy E = 5.0000 energy units
Dirac residual of e1 wave = (1.0000+0.0000i, 0.0000+0.0000i, 2.0000+0.0000i, 1.0000+2.0000i) energy units
squared residual norm = 10.0000 energy units^2
rest residual norm, e1 = 0.0000 energy units
rest residual norm, e3 = 8.0000 energy units
(pslash+m)e1 = (9.0000+0.0000i, 0.0000+0.0000i, 2.0000+0.0000i, 1.0000+2.0000i) energy units
Dirac part of e1 = (1.1250+0.0000i, 0.0000+0.0000i, 0.2500+0.0000i, 0.1250+0.2500i) dimensionless
other part of e1 = (-0.1250+0.0000i, 0.0000+0.0000i, -0.2500+0.0000i, -0.1250-0.2500i) dimensionless
squared norm, Dirac part = 1.40625
squared norm, other part = 0.15625
cross term in squared norm = -0.56250
sum of the three terms = 1.00000
Dirac-adjoint overlap magnitude = 0.00000
current velocity of e1 = (0.0000, 0.0000, 0.0000) units of c
current velocity, Dirac part = (0.2000, 0.4000, 0.4000) units of c
group velocity = (0.2000, 0.4000, 0.4000) units of c
KG modes at +E, -E = [4, 4] count
Dirac modes at +E, -E = [2, 2] count
i dslash eigenvalues +m, -m = [4, 4] count
massive map: image, kernel = 4 4 dimensions
massless map: image, kernel = 4 4 dimensions
largest mapped-evolution error = 8.9e-15 energy units
largest unmapped difference = 1.2158 dimensionless
Squared norms from the initial spinor e1, zero KG time derivative:
t = 0.00000 inverse energy units: KG 1.00000, Dirac 1.00000, mapped 25.0000 energy units^2
t = 0.15708 inverse energy units: KG 0.50000, Dirac 1.00000, mapped 25.0000 energy units^2
t = 0.31416 inverse energy units: KG 0.00000, Dirac 1.00000, mapped 25.0000 energy units^2
no test failed
```
